# Via-to-line clearance with a selective dielectric film

**Question**

I am working through an exercise on area-selective deposition and I cannot make the geometry come out.

Two parallel metal lines, each 18 nm wide, lie 10 nm apart in a dielectric, and all the top surfaces are level. A further 6 nm of dielectric is deposited selectively: it grows on the dielectric between the lines but not on the metal. Everything is then covered with ordinary interlayer dielectric. A via 24 nm wide is etched down to one of the lines and filled with metal. The via is placed 3 nm too close to the neighbouring line, so its edge ends up at a lateral distance of 4 nm from that line. The exercise says: "Show that the corner-to-corner distance becomes 7.2 nm."

I can argue for two other answers. The film is 6 nm thick and the via edge was 4 nm away, so perhaps the clearance is 10 nm. Or the film does nothing, because it is vertical and the via edge is still 4 nm away sideways. Why is it neither? And is the corner-to-corner distance really the one that matters, given that the via also has to go down to its own line?

**Answer**

The film moves the lower corner of the via upwards and leaves its lateral position alone. The clearance is then the length of a sloping line, with 4 nm as its horizontal part and 6 nm as its vertical part. Your last question needs a separate argument, because the via does go deeper elsewhere.

**Where the 4 nm comes from**

Take a cross-section perpendicular to the lines. Put the origin at the upper corner of the neighbouring line, on the side facing the target line. Let \(x\) run towards the target line and \(y\) upwards. The neighbour then occupies \(x\le 0,\ y\le 0\).

Call the spacing \(s=10\) nm, the line width \(w=18\) nm, the via width \(W=24\) nm and the placement error \(\delta=3\) nm. The target line starts at \(x=s\), so its centre is at \(s+w/2=19\) nm. The via centre is displaced towards the neighbour, to \(19-3=16\) nm, and the near edge of the via lies half a via width further on:

\[
d=s+\frac{w}{2}-\delta-\frac{W}{2}=10+9-3-12=4\ \text{nm}.
\]

**What the film does to the via**

I assume vertical walls, sharp corners, and a via etch that removes the interlayer dielectric but stops on the selective film. Let \(h=6\) nm be the film thickness. The floor of the via then has two levels:

- Over the target line there is no film, so the etch reaches the metal at \(y=0\) and the via makes contact.
- Over the dielectric, for \(d\le x<s\), the etch stops on the film at \(y=h\).

For the case without the film, I assume that the etch stops level with the top of the metal. The lower corner of the via would then be at \((d,0)\), level with the neighbour's corner at \((0,0)\), and the clearance would be \(d=4\) nm. An etch that went deeper between the lines would leave this value unchanged, because the via wall would then face the side wall of the neighbour at the same lateral distance. With the film, the via corner is at \((d,h)\).

**The shortest distance**

Take any point \((x_1,y_1)\) of the overhanging part of the via and any point \((x_2,y_2)\) of the neighbour. The first has \(x_1\ge d\) and \(y_1\ge h\). The second has \(x_2\le 0\) and \(y_2\le 0\). Subtracting,

\[
x_1-x_2\ge d,\qquad y_1-y_2\ge h .
\]

Both right-hand sides are positive, so the inequalities survive squaring, and adding the squares gives

\[
(x_1-x_2)^2+(y_1-y_2)^2\ \ge\ d^2+h^2 .
\]

Equality holds when the two points are the corners \((d,h)\) and \((0,0)\). The shortest distance from the overhang to the neighbour is therefore

\[
D=\sqrt{d^2+h^2}=\sqrt{16+36}\ \text{nm}=\sqrt{52}\ \text{nm}=7.2\ \text{nm}.
\]

The third dimension does not shorten this. A displacement along the lines adds a further non-negative square to the left-hand side.

Your 10 nm is the length of a path that goes 6 nm down and then 4 nm across. Since \((d+h)^2=D^2+2dh\), that path is longer than the straight one whenever both parts are non-zero. Your 4 nm is the horizontal part alone. The gain is \(7.21-4.00=3.21\) nm, or a factor of 1.80, and not the full 6 nm of film.

**The part of the via that goes deeper**

The rest of the via stands on the target line, and all of that metal, line included, has \(x\ge s\). Its distance from the neighbour is at least \(s\), and this value is reached between the facing side walls of the two lines. The clearance between the two conductors as a whole is the smaller of the two distances:

\[
\text{clearance}=\min\!\left(s,\ \sqrt{d^2+h^2}\right).
\]

Here \(7.2<10\), so the corners decide. A search for the smallest separation, with both conductors laid out on a 0.5 nm grid according to the etch rules, gives 7.211 nm with the film and 4.000 nm without it.

The minimum also shows when more film stops adding clearance. Setting \(D=s\) and solving for the thickness gives

\[
d^2+h^2=s^2\quad\Rightarrow\quad h=\sqrt{s^2-d^2}=\sqrt{100-16}\ \text{nm}=9.17\ \text{nm}.
\]

Beyond this, the line spacing sets the clearance.

**Limits, and a case where the formula fails**

For a thin film, \(h\ll d\), take \(d\) out of the root and expand:

\[
D=d\sqrt{1+\frac{h^2}{d^2}}\approx d+\frac{h^2}{2d}.
\]

The gain starts quadratically, so the first fraction of a nanometre brings little: the corner moves almost at right angles to the line joining it to the neighbour.

In the opposite limit, \(d\to0\) from above, \(D\to h\). The film alone then keeps the conductors 6 nm apart. This must not be continued to negative \(d\). If the via reaches over the neighbour itself, it finds no film there, because the film did not grow on metal. The etch opens the neighbour and the via shorts to it. In the straight-walled model the clearance drops from 6 nm to zero as the via edge crosses the edge of the line. With the widths given, \(d=7\ \text{nm}-\delta\), so the placement error must stay below 7 nm.

There is a closely related case. Suppose no film is grown, but the metal lines are recessed by a depth \(r\) below the dielectric surface, and the etch stops on that surface. The via corner is then at height \(r\) above the top of the neighbour, and the same argument gives \(\sqrt{d^2+r^2}\). What counts is the height step between metal and dielectric, however it is made.

**Which error costs more?**

Differentiate \(D^2=d^2+h^2\):

\[
2D\,\mathrm dD=2d\,\mathrm dd+2h\,\mathrm dh
\quad\Rightarrow\quad
\frac{\partial D}{\partial d}=\frac dD=0.555,\qquad
\frac{\partial D}{\partial h}=\frac hD=0.832 .
\]

Without the film, each nanometre of extra placement error costs a full nanometre of clearance. With the film it costs about 0.55 nm, for small changes around these values. In exchange, the clearance now depends on the film thickness, and more strongly than on placement, because \(h>d\).

The thickness that counts is what is left after the via etch. If the etch removes a depth \(e<h\) of film, the corner sits at height \(h-e\). For \(e=2\) nm,

\[
D=\sqrt{4^2+(6-2)^2}\ \text{nm}=5.66\ \text{nm}.
\]

The slope 0.832 would have predicted a loss of 1.66 nm, while the actual loss is 1.55 nm. The difference has a definite sign. The second derivative is

\[
\frac{\partial^2D}{\partial h^2}=\frac1D-\frac{h^2}{D^3}=\frac{D^2-h^2}{D^3}=\frac{d^2}{D^3}>0,
\]

so the curve lies above its tangent, and the linear estimate overstates the loss. If the placement is also worse by 1 nm, then \(d=3\) nm and

\[
D=\sqrt{3^2+4^2}\ \text{nm}=5.00\ \text{nm}.
\]

These two modest errors together use up 2.2 nm of the 3.2 nm gained, measured against the original 4 nm.

**What sideways growth does**

The vertical film edge is an idealisation. A film that grows equally fast in all directions also creeps over the metal from both sides. At a distance \(u<h\) from the edge of the dielectric, its height above the metal is \(\sqrt{h^2-u^2}\), a quarter circle of radius \(h\).

The corner distance does not change. The film is still flat and 6 nm high at \(x=4\) nm, and the via metal over the target line still has \(x\ge s\). The clearance stays at 7.21 nm. The contact suffers instead, since the film covers a strip of width \(h\) on each side of the target line:

\[
w-2h=18-12=6\ \text{nm}.
\]

Two thirds of the contact width is lost, and a line 12 nm wide or less would be closed completely. The same creep changes the shorting case above. A via that reaches a distance \(u<h\) over the neighbour would now stop on film at height \(\sqrt{h^2-u^2}\), so the sudden short at \(d=0\) belongs to the straight-walled film.

**What the distance buys electrically**

Let the two conductors differ by \(V=0.7\) V, and keep everything fixed except the film. The field integrated along any path between them gives \(V\), so its mean component along the shortest path is \(V/D\). With 1 V/nm = 10 MV/cm,

\[
\frac{0.7\ \text V}{4.00\ \text{nm}}=1.75\ \text{MV/cm}
\quad\longrightarrow\quad
\frac{0.7\ \text V}{7.21\ \text{nm}}=0.97\ \text{MV/cm}.
\]

That is a reduction by 45 per cent. The shortest path runs inside the selective film: between the corners it has \(0<x<d\), which is over dielectric, and \(0<y<h\), which is within the film. The insulating quality of the film therefore matters too, and not only its thickness.

The mean is not the peak. Near a right-angled metal corner in a uniform dielectric, the potential measured from that of the metal behaves as \(r^{2/3}\sin(2\theta/3)\), which vanishes on both faces, \(\theta=0\) and \(\theta=3\pi/2\). The field then grows as \(r^{-1/3}\) towards the corner, and for a perfectly sharp corner it has no finite maximum. A usable measure is the average over the first nanometre from the corner, in the direction where it is largest. Solving Laplace's equation for this cross-section, with the same permittivity everywhere, gives:

- at the neighbour's corner, 2.3 MV/cm without the film and 1.6 MV/cm with it;
- at the via corner, 2.2 MV/cm without the film and 1.3 MV/cm with it.

These values treat the via as infinitely long along the lines and close the cross-section with insulating walls. A via only 14 nm long, further lines or an upper metal level shift them by up to about 0.07 MV/cm, so the last digit is uncertain by one. At the neighbour's corner the reduction is about 30 per cent in all these cases, noticeably less than the mean field suggests. All four values lie below 5 MV/cm, taken here as a rough breakdown strength. In this model, then, the film adds margin to a structure that would not break down at once without it. The equal permittivity matters here. For the same film thickness, a selective film with a higher permittivity than the dielectric around it gives a higher field at the neighbour's corner. With a film permittivity about 2.5 times that of the surroundings, the reduction in the 1 nm average at that corner is almost entirely lost, although the distance is still 7.2 nm. At a ratio of 3 the average is already higher than without the film. Because the film edge meets this corner, the singularity also becomes steeper, close to \(r^{-1/2}\) at a ratio of 2.5. Averaged over the first 0.3 nm, the field is then 4.2 MV/cm, against 3.4 MV/cm without the film.

Direct tunnelling is negligible either way. In the WKB approximation, the probability for a barrier of height \(\Phi\) tilted by the voltage is

\[
\ln T=-\frac{2}{\hbar}\int_0^D\sqrt{2m\left(\Phi-eV\frac xD\right)}\,\mathrm dx
=-\frac{2D}{\hbar}\int_0^1\sqrt{2m(\Phi-eVu)}\,\mathrm du ,
\]

where \(x=Du\) was substituted. At fixed voltage the exponent is proportional to \(D\). For a barrier of 3 eV and half the free electron mass, both rough values, \(\log_{10}T\) goes from about \(-20\) to about \(-37\). This says nothing about leakage through defects, which the estimate leaves out.

**How this compares with a real structure**

The exercise describes a fully self-aligned via in the tightest wiring levels of a logic chip. A line pitch of 28 nm, a few nanometres of placement error, several nanometres of selective film and a supply near 0.7 V are all plausible there, as rough figures. The via, 6 nm wider than its line, is a generous choice that makes the overhang easy to see. Of the idealisations sized here, loss of film during the via etch moves the clearance most directly: 2 nm of loss takes it from 7.2 to 5.7 nm. Sideways growth leaves the clearance alone but can take most of the contact. Real corners are also rounded and real via walls slope, so \(d\) should be measured at the bottom of the overhang, not at the top of the via.

So 7.2 nm is right for an intact film with the via edge over the dielectric. The numerical output below lists the main values used here.

## Computed values

```
line width: 18 nm; line spacing s: 10 nm
line pitch: 28 nm; via width: 24 nm
via placement error: 3 nm
lateral distance d of via edge from neighbour: 4.0 nm
selective film thickness h: 6.0 nm
d^2 + h^2: 52.0 nm^2
corner-to-corner distance D, formula: 7.211 nm
clearance with film, searched: 7.211 nm
clearance without film, searched: 4.000 nm
gain in clearance: 3.21 nm
ratio of clearances, with/without film: 1.80
clearance if via reaches 1 nm over neighbour: 0.0 nm
film thickness beyond which gain stops: 9.17 nm
change of D per nm of d: 0.555 nm/nm
change of D per nm of h: 0.832 nm/nm
assumed etch loss of film: 2.0 nm
clearance after etch loss: 5.66 nm
assumed extra placement error: 1.0 nm
clearance after etch loss and extra error: 5.00 nm
clearance with isotropic sideways growth: 7.21 nm
contact width left by isotropic sideways growth: 6.0 nm
voltage between nets: 0.7 V
mean field on shortest path, no film: 1.75 MV/cm
mean field on shortest path, with film: 0.97 MV/cm
corner fields are averages over the first 1 nm from the corner
field at line corner, no film: 2.3 MV/cm
field at line corner, with film: 1.6 MV/cm
field at via corner, no film: 2.2 MV/cm
field at via corner, with film: 1.3 MV/cm
assumed rough breakdown strength: 5 MV/cm
assumed tunnel barrier: 3.0 eV
assumed tunnelling mass: 0.5 electron masses
log10 of tunnelling probability, no film: -20
log10 of tunnelling probability, with film: -37
```
